\section*{Exit probability of a drifting and diffusing ion in a film}

\section*{Problem}

An ion moves in a film that occupies $0<x<L$. An electric field gives it a constant drift velocity $v$, counted positive towards $L$, and thermal agitation gives it a diffusion coefficient $D>0$. Both faces absorb: when the ion first reaches $0$ or $L$ it leaves the film and does not return. Motion parallel to the faces plays no part.

\begin{enumerate}
\item Find the probability $p(x)$ that an ion starting at $x$ leaves at $L$ and not at $0$.
\item Check that $p(x)\to x/L$ when the field is removed, and find the first correction in a weak field. What happens in a strong field of either sign?
\item A doubly charged negative oxygen ion sits $5$ nm from the counter-electrode in a tantalum oxide film $20$ nm thick. The tantalum metal is at $x=L$ and is positive by a total internal drop of $0.04$ V, as in a nearly discharged capacitor. The temperature is $400$ K. How likely is the ion to reach the tantalum, where it can oxidise the metal?
\item Which neglected effects could change that number appreciably?
\end{enumerate}

The diffusion coefficient is needed although the question can be put in terms of $v$ alone. Without diffusion, an ion with $v>0$ would simply arrive at $L$. The zero-field limit therefore means $v\to0$ at fixed $D$.

\section*{Hints}

\begin{enumerate}
\item Replace the motion by a walk on equally spaced sites. Choose the probabilities of a right and a left step so that the mean and the variance of the displacement are those of drift and diffusion.
\item Let $p_n$ be the wanted probability from site $n$. After one step the ion is at a neighbouring site and the problem starts afresh. What equation links $p_n$ to its neighbours?
\item Look at the differences $p_{n+1}-p_n$. They form a familiar sequence.
\item For the numbers, relate $v/D$ to the force on the ion by asking what happens in thermal equilibrium.
\end{enumerate}

\section*{Solution}

\subsection*{The walk}

Let the sites be $x=na$ with $n=0,1,\dots,N$ and $Na=L$. In each time step $\tau=a^2/(2D)$ the ion moves one site to the right with probability $r$ or to the left with probability $l$. Write $\kappa=v/D$, an inverse length, and take
\begin{equation}
r=\frac12+\frac{\kappa a}{4},\qquad l=\frac12-\frac{\kappa a}{4},
\end{equation}
with $a$ small enough that both are positive. The mean displacement per step is
\begin{equation}
a(r-l)=\frac{\kappa a^2}{2}=\kappa D\tau=v\tau ,
\end{equation}
as required. The variance is the mean square minus the square of the mean, $a^2-(v\tau)^2=2D\tau-v^2\tau^2$. The second term is smaller than the first by the factor $v^2\tau/(2D)=\kappa^2a^2/4$, which vanishes as $a\to0$. The walk thus acquires the right drift and diffusion, and drift-diffusion is understood here as its limit.

The ion must leave sooner or later. From any interior site, $N$ successive right steps would carry it out, so the chance of still being inside after $N$ steps is at most $1-r^N$. After $kN$ steps it is at most $(1-r^N)^k$, which tends to zero as $k$ grows. The probabilities of leaving at $L$ and at $0$ therefore add to one.

\subsection*{The exit probability}

Averaging over the first step gives
\begin{equation}
p_n=r\,p_{n+1}+l\,p_{n-1},\qquad p_0=0,\quad p_N=1. \label{first}
\end{equation}
Since $r+l=1$, the left side can be written $(r+l)p_n$. Collecting the terms in $r$ and in $l$,
\begin{equation}
r(p_{n+1}-p_n)=l(p_n-p_{n-1}).
\end{equation}
Each difference is the previous one times $s=l/r$, so $p_{j+1}-p_j=s^j p_1$. Adding the differences from $j=0$ to $n-1$ gives, for $s\neq1$,
\begin{equation}
p_n=p_1\sum_{j=0}^{n-1}s^j=p_1\,\frac{1-s^n}{1-s}.
\end{equation}
The condition $p_N=1$ fixes $p_1=(1-s)/(1-s^N)$, and hence
\begin{equation}
p_n=\frac{1-s^n}{1-s^N}. \label{lattice}
\end{equation}

Now let $a\to0$ with $x=na$ fixed. From the step probabilities,
\begin{equation}
\ln s=\ln\frac{1-\kappa a/2}{1+\kappa a/2}=-\kappa a-\frac{\kappa^3a^3}{12}-\dots
\end{equation}
Multiplying by $n=x/a$ gives $n\ln s=-\kappa x+O(a^2)$, so $s^n\to e^{-\kappa x}$ and likewise $s^N\to e^{-\kappa L}$. The answer to the first question is
\begin{equation}
\boxed{\,p(x)=\frac{1-e^{-\kappa x}}{1-e^{-\kappa L}},\qquad \kappa=\frac vD\,} \label{result}
\end{equation}
for either sign of $v$. It gives $p(0)=0$ and $p(L)=1$.

The same result follows from a differential equation that will be useful later. Put $p_{n\pm1}=p(x\pm a)$ in \eqref{first} and expand to second order in $a$:
\begin{equation}
0=a(r-l)p'+\frac{a^2}{2}p''=\tau\,(v\,p'+D\,p''). \label{ode}
\end{equation}
In \eqref{result} $p'$ is proportional to $e^{-\kappa x}$, so $p''=-\kappa p'$ and $Dp''+vp'=0$, as it should be.

\subsection*{Weak and strong fields}

At $v=0$ the right side of \eqref{result} reads $0/0$, so numerator and denominator must be expanded. For small $y$, $1-e^{-y}=y(1-y/2+\dots)$. Using this with $y=\kappa x$ and $y=\kappa L$,
\begin{align}
p(x)&=\frac{\kappa x\,(1-\kappa x/2+\dots)}{\kappa L\,(1-\kappa L/2+\dots)}
=\frac xL\left(1-\frac{\kappa x}{2}+\frac{\kappa L}{2}+\dots\right)\nonumber\\
&=\frac xL+\frac{\kappa x(L-x)}{2L}+O(\kappa^2). \label{weak}
\end{align}
The limit is $x/L$. The walk agrees: for $r=l$ all differences are equal, and $p_n=n/N$. The correction has the sign of $v$ and vanishes at both faces, where the outcome is already decided.

For a strong field towards $L$, with $\kappa L\gg1$, the denominator tends to one and $p\approx1-e^{-\kappa x}$. The ion misses $L$ if diffusion carries it back to $0$ against the drift, which has appreciable probability when it starts within a few lengths $D/v$ of that face. For $v<0$, multiply numerator and denominator of \eqref{result} by $-1$:
\begin{equation}
p(x)=\frac{e^{|\kappa|x}-1}{e^{|\kappa|L}-1}\approx e^{-|\kappa|(L-x)},
\end{equation}
where the last form needs both $|\kappa|x$ and $|\kappa|L$ to be large. The exponent contains the distance $L-x$ that must be covered against the drift.

\subsection*{The oxygen ion}

Let $f$ be the force on the ion towards $L$, so that its potential energy is $-fx$. In equilibrium between reflecting walls its density $c$ is proportional to $e^{fx/kT}$ and the current $vc-Dc'$ vanishes. Since $c'=(f/kT)c$, this requires
\begin{equation}
v=\frac{Df}{kT},\qquad \kappa=\frac{f}{kT}. \label{einstein}
\end{equation}
This is the Einstein relation, used here in its weak-field regime. The ion is negative and the tantalum positive, so the force points towards $L$. The charge has magnitude $2e$, and the energy gained across the film is $2\times0.04=0.08$ eV. With $kT=0.03447$ eV,
\begin{equation}
\kappa=\frac{0.08}{20\times0.03447}\ \mathrm{nm^{-1}}=0.116\ \mathrm{nm^{-1}},\qquad
\kappa x=0.580,\qquad \kappa L=2.321 .
\end{equation}
Hence
\begin{equation}
p=\frac{1-0.5598}{1-0.0982}=0.488 .
\end{equation}
A drop of only $40$ mV nearly doubles the zero-field value $x/L=0.25$, because the energy gained across the film is $2.3$ times $kT$. With the field reversed, the probability falls to $0.086$.

Two numerical calculations support the value; both treat the same kind of lattice walk, and neither uses the closed formula. Solving the forward transport equation on a grid gives $0.4882$, and $40\,000$ simulated walks give $0.4879\pm0.0025$. When the grid step is halved, the grid error falls by a factor $4.00$, as expected from the $O(a^2)$ correction found above.

The weak-field estimate \eqref{weak} gives $0.250+0.218=0.468$, which is $4\%$ below the full formula. This closeness is partly luck. The next term in the expansion, derived in Variation 1, is $+0.042$ and would overshoot. With $\kappa L=2.3$ the series cannot be judged by its first correction.

\subsection*{What the model leaves out}

Suppose the ion has an additional position-dependent energy, so that its total potential energy is $U(x)$, while $D$ stays uniform. The local force is $-U'$, and \eqref{ode} with \eqref{einstein} becomes $p''=(U'/kT)p'$. Therefore $p'$ is proportional to $e^{U/kT}$, and the boundary values give
\begin{equation}
p(x)=\frac{\int_0^x e^{U(y)/kT}\,dy}{\int_0^L e^{U(y)/kT}\,dy}. \label{general}
\end{equation}
For $U=-fy$ this returns \eqref{result}. Each estimate below changes one thing and keeps the other settings of the example.

\emph{Contact potential.} The drop in the formula is the total internal one, including any contribution from the different electrode materials. If it is really $0.1$ V higher, $p=0.87$; if $0.1$ V lower, the field reverses and $p=0.044$.

\emph{Image attraction.} The ion is attracted by the charge it induces in the electrodes. Treat both as metallic, and let the film have permittivity $\varepsilon=25\,\varepsilon_0$, a rough value. An ion of charge $q$ at $x$ then has images $+q$ at $x+2kL$ for $k\neq0$, and $-q$ at $-x+2kL$ for all integers $k$. Its energy is half of $q$ times their potential, because the images grow in proportion to the charge itself:
\begin{equation}
W(x)=\frac{q^2}{8\pi\varepsilon}\left[\sum_{k\neq0}\frac1{2|k|L}-\sum_k\frac1{|2x-2kL|}\right],
\end{equation}
with both sums taken over the same symmetric range of $k$. At the starting point $W=-0.012$ eV, about a third of $kT$, but it falls steeply near the faces. Inserting $U=W-fy$ in \eqref{general} lowers $p$ from $0.488$ to $0.347$. The factor $e^{W/kT}$ removes a larger share of the integral from $0$ to $x$ than of the whole integral: from this starting point the attraction raises the chance of leaving at the nearer face from $0.512$ to $0.653$.

\emph{Other ions.} A uniform density $n$ of like ions adds an energy obeying $U''=-q^2n/\varepsilon$. With $U=0$ at both faces, $U=q^2n\,y(L-y)/(2\varepsilon)$, whose maximum is $q^2nL^2/(8\varepsilon)$. For an assumed $n=10^{17}$ cm$^{-3}$ this is $0.0145$ eV, and $p$ falls to $0.44$. These are averages only: at this density a cube of side $20$ nm, the film thickness, holds only $0.8$ ion on average, so the effect on a given ion depends on where its few neighbours happen to be.

\emph{Disorder.} In an amorphous film the barriers between sites differ. For a one-dimensional path with hops of $0.25$ nm and independent Gaussian barriers of standard deviation $0.05$ eV, the probability varies from path to path with a standard deviation of $0.13$ about a mean of $0.47$. The scatter depends on these choices: a uniform distribution of the same standard deviation gives about $0.08$. Detours around high barriers, possible in three dimensions, are left out.

\emph{Temperature and quantum motion.} At $300$ K, with the same drop, $p=0.56$, since $\kappa$ is proportional to $1/T$. The thermal wavelength of the oxygen ion at $400$ K is $0.022$ nm, small beside the hop length, so the ion can be treated as localised on the scale of a hop. This does not exclude quantum corrections to the hopping rates, but a factor common to all rates cancels in $p$.

In a real tantalum capacitor the working field is of the order of $1$ MV/cm. The $0.02$ MV/cm used here is far below that and belongs to a nearly discharged device; a thickness of $20$ nm is on the thin side. A rough breakdown field of $5$ MV/cm is far from reach in the example. The electrodes of a real device are different materials, so the internal drop may well differ from the assumed $0.04$ V. An uncertainty of only $0.1$ V leaves $p$ almost undetermined, between $0.04$ and $0.87$. Work-function differences between tantalum and the usual counter-electrodes can be several tenths of a volt, and an internal drop of $+0.3$ or $-0.3$ V gives $p=0.99$ or about $2\times10^{-6}$. The value $0.49$ belongs to the idealised model and is not a prediction for a particular capacitor. Two further assumptions have not been sized: that the faces absorb every arriving ion, and that no ion is captured inside the film, for instance by an oxygen vacancy.

\section*{Variation 1: how long does the ion stay?}

Let $T(x)$ be the mean time to leave at either face. One step costs a time $\tau$, so $T(x)=\tau+rT(x+a)+lT(x-a)$. The expansion that led to \eqref{ode} now gives
\begin{equation}
DT''+vT'=-1,\qquad T(0)=T(L)=0 .
\end{equation}
The function $-x/v$ satisfies the equation, and any multiple of $p$ can be added because $Dp''+vp'=0$. Choosing the multiple so that $T(L)=0$,
\begin{equation}
T(x)=\frac{L\,p(x)-x}{v}. \label{time}
\end{equation}
No other solution is possible: the difference of two solutions has the form $A+Be^{-\kappa x}$ and vanishes at both faces, so $A=B=0$.

For weak fields, $p$ is needed to second order. With $1-e^{-y}=y(1-y/2+y^2/6-\dots)$, the quadratic terms in the ratio are
\begin{equation}
\frac{\kappa^2x^2}{6}-\frac{\kappa^2xL}{4}+\frac{\kappa^2L^2}{12}=\frac{\kappa^2(L-x)(L-2x)}{12},
\end{equation}
to be multiplied by $x/L$. For the example this product is the $+0.042$ quoted above. Substitution in \eqref{time} gives
\begin{equation}
T(x)=\frac{x(L-x)}{2D}\left[1+\frac{\kappa(L-2x)}{6}+\dots\right].
\end{equation}

Take an assumed $D=10^{-16}$ cm$^2$/s $=0.01$ nm$^2$/s. Then $v=\kappa D=1.16\times10^{-3}$ nm/s and
\begin{equation}
T=\frac{20\times0.4882-5}{1.1605\times10^{-3}}\ \mathrm{s}\approx4.1\times10^3\ \mathrm{s},
\end{equation}
or $1.1$ h. At zero field the time is $5\times15/(2\times0.01)=3750$ s. This weak field thus lengthens the stay, in agreement with the sign of the correction for $x<L/2$: it draws the ion away from the nearby face and towards the distant one. A stronger field shortens it again: from this starting point \eqref{time} falls below the zero-field value once the drop exceeds about $0.086$ V, and it tends to $(L-x)/v$ in a strong field. The times scale as $1/D$ at fixed $\kappa$, whereas $p$ does not depend on $D$ once the force and the temperature are given.

\section*{Variation 2: hopping in a strong field}

Let the ion hop between equivalent sites a distance $a$ apart, with rates $k_+$ to the right and $k_-$ to the left. A right hop lowers the energy by $fa$. For barriers midway between sites,
\begin{equation}
k_\pm=k_0\,e^{\pm fa/(2kT)},\qquad \frac{k_-}{k_+}=e^{-fa/kT}.
\end{equation}
The next hop goes right with probability $k_+/(k_++k_-)$ and left with probability $k_-/(k_++k_-)$, so \eqref{lattice} holds with $s=k_-/k_+$. Since $s^n=e^{-fx/kT}$ at $x=na$, formula \eqref{result} with $\kappa=f/kT$ is exact at the sites of this model, whatever the field.

The measured ratio $v/D$ behaves differently. Right and left hops are independent random events, so the mean displacement per unit time is $v=a(k_+-k_-)$ and the variance per unit time is $2D=a^2(k_++k_-)$. Therefore
\begin{equation}
\frac vD=\frac2a\,\frac{k_+-k_-}{k_++k_-}=\frac2a\tanh\frac{fa}{2kT},
\end{equation}
which reduces to $f/kT$ when $fa\ll2kT$. In the main example, with $a=0.25$ nm, the two agree to better than $0.01\%$.

At a rough working field of $1$ MV/cm $=0.1$ V/nm the force is $0.2$ eV/nm. Then $f/kT=5.80$ nm$^{-1}$ and $fa/kT=1.45$, while $v/D=8\tanh(0.725)$ nm$^{-1}=4.96$ nm$^{-1}$. Sampled hop counts give $4.956$ nm$^{-1}$, which agrees within the sampling error of about $0.2\%$. For an ion starting two hops from the counter-electrode, at $x=0.5$ nm,
\begin{align}
\text{with } f/kT:&\quad p\approx1-e^{-2.90}=0.945,\\
\text{with } v/D:&\quad p\approx1-e^{-2.48}=0.916.
\end{align}
The hopping rate equations give $0.945$. For this start near the face, putting the measured $v/D$ into the continuum formula thus gives an error of about $0.03$, at a field where the energy gained in one hop is comparable with $kT$.

So close to an electrode, however, image attraction matters far more than this difference. Including it through \eqref{general} lowers $p$ to about $0.28$ for $\varepsilon=25\,\varepsilon_0$, and to between $0.20$ and $0.36$ for a relative permittivity between $20$ and $30$. At two hops from the face the continuum image energy is itself a rough description. From $x=5$ nm, without image attraction, the chance of leaving at $0$ at this field is $e^{-29.0}\approx2.5\times10^{-13}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film thickness L: 20.0 nm
Start x: 5.0 nm
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Ion charge magnitude: 2 e
Total internal drop: 0.040 V
Field: 0.020 MV/cm
Diffusion coefficient: 1.0e-16 cm^2/s = 0.010 nm^2/s
kappa = v/D: 0.11605 1/nm
kappa x: 0.5802 (no unit)
kappa L: 2.3209 (no unit)
exp(-kappa x): 0.5598 (no unit)
exp(-kappa L): 0.0982 (no unit)
Drift velocity v: 1.160e-03 nm/s
Exit probability at L, formula: 0.4882
Same, forward equation on grid: 0.4882
Same, simulated walk: 0.4879 +- 0.0025
Number of simulated walkers: 40000
Zero-field value x/L: 0.2500
First-order estimate: 0.4676
Field reversed: 0.0856
Mean exit time: 4105 s = 1.14 h
Mean exit time at zero field: 3750 s
Grid error ratio on halving the step: 4.001
Hop length a: 0.25 nm
Weak field, measured v/D over force/kT: 0.999930
Working field: 1.0 MV/cm
Working field, force/kT: 5.802 1/nm
Working field, force*a/kT: 1.451 (no unit)
Working field, measured v/D by tanh law: 4.961 1/nm
Same, from sampled hop counts: 4.956 1/nm
Working field, start 5.0 nm, exit at 0: 2.52e-13
Working field, start 0.5 nm, hopping: 0.9450
Same, formula with force/kT: 0.9450
Same, formula with measured v/D: 0.9163
Same, force/kT plus image attraction: 0.2849
Relative permittivity: 25
Image energy at x = 5.0 nm: -0.01198 eV
Weak field with image attraction: 0.3469
Weak field, drop higher by 0.1 V: 0.8690
Weak field, drop lower by 0.1 V: 0.0440
Assumed density of other ions: 1.0e+17 cm^-3
Space-charge energy at mid-film: 0.01448 eV
Weak field with space charge: 0.4408
Assumed barrier spread: 0.05 eV
Random barriers, mean probability: 0.4684
Random barriers, standard deviation: 0.1305
Same drop at 300 K: 0.5642
Thermal wavelength of oxygen ion: 0.0218 nm
Rough breakdown field: 5 MV/cm
Weak field / breakdown field: 0.0040
Working field / breakdown field: 0.20
\end{verbatim}
